# Hamon's conversion of absorption current to loss, and why 0.63 works: test program

```python
"""Hamon's conversion of absorption current to dielectric loss.
Result under test: for i(t) = C0 V A t^-n, 0 < n < 2, the loss
    eps''(w) = integral_0^inf f(t) sin(w t) dt,   f = i/(C0 V),
equals i(t)/(w C0 V) exactly when w t = x(n) = g(n)^(-1/n), with
    g(n) = integral_0^inf u^-n sin(u) du = Gamma(1-n) cos(n pi/2).
A fixed constant c = w t gives (estimate/true loss) R = (x(n)/c)^n, and
for c = 2/pi, |ln R| <= sqrt(3) zeta(3)/108 on 0 <= n <= 1.
C0: vacuum capacitance, V: step voltage, w: angular frequency.
"""
import numpy as np
import mpmath as mp
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln, polygamma, zeta


def loss_by_quadrature(response, omega):
    """Sine transform of response(t), from the definition."""
    def scaled(u):
        return response(u / omega)

    # u = v^5 removes the integrable singularity at the origin
    def head_integrand(v):
        return 5 * v**4 * scaled(v**5) * np.sin(v**5)

    head = quad(head_integrand, 0, np.pi**0.2, epsabs=1e-11,
                epsrel=1e-10, limit=200)[0]
    tail = quad(scaled, np.pi, np.inf, weight='sin', wvar=1.0,
                epsabs=1e-9, limlst=200, limit=200)[0]
    return (head + tail) / omega


def log_g(n):
    """ln g(n) in a form that is regular at n = 1."""
    return (0.5 * np.log(np.pi) - n * np.log(2)
            + gammaln(1 - n / 2) - gammaln((1 + n) / 2))


def exact_product(n):
    return np.exp(-log_g(n) / n)


def ratio(n, c):
    """Hamon estimate divided by true loss for a pure power law."""
    return np.exp(-n * np.log(c) - log_g(n))


def hamon(response, omega, c):
    return response(c / omega) / omega


c_usual = 0.63
c_sym = 2 / np.pi

# The sine integral against its closed form, and the resulting errors
exponents = [0.1, 0.2, 0.3, 0.5, 0.7, 0.8, 0.9, 1.0, 1.2, 1.5, 1.8]
g_num = {}
print("n, g(n) by quadrature, x(n), error % for 0.63, error % for 2/pi")
for n in exponents:
    def power(t, n=n):
        return t**(-n)
    g_num[n] = loss_by_quadrature(power, 1.0)
    assert abs(g_num[n] / np.exp(log_g(n)) - 1) < 1e-6
    if n != 1.0:
        usual = float(mp.gamma(1 - n) * mp.cos(n * mp.pi / 2))
        assert abs(g_num[n] / usual - 1) < 1e-6
    omega = 3.0
    true = loss_by_quadrature(power, omega)
    assert abs(hamon(power, omega, exact_product(n)) / true - 1) < 1e-6
    errors = [100 * (hamon(power, omega, c) / true - 1)
              for c in (c_usual, c_sym)]
    assert abs(errors[0] - 100 * (ratio(n, c_usual) - 1)) < 1e-3
    print(f"{n:.1f}  {g_num[n]:.5f}  {exact_product(n):.4f}"
          f"  {errors[0]:+.2f}  {errors[1]:+.2f}")

# Symmetry of the sine transform, on quadrature values
for n, partner in [(0.1, 0.9), (0.2, 0.8), (0.3, 0.7), (0.5, 0.5)]:
    assert abs(g_num[n] * g_num[partner] - np.pi / 2) < 1e-5
assert abs(g_num[0.5]**-2 - c_sym) < 1e-5
assert abs(1 / g_num[1.0] - c_sym) < 1e-5
print(f"2/pi = {c_sym:.5f}; g(0.2)*g(0.8) = {g_num[0.2]*g_num[0.8]:.5f}"
      f"; pi/2 = {np.pi/2:.5f}")

# Third derivative of ln g: numerical differentiation against polygamma
third = []
for n in np.linspace(0.02, 0.98, 25):
    numeric = float(mp.diff(lambda z: mp.log(mp.gamma(1 - z)
                            * mp.cos(mp.pi * z / 2)), n, 3))
    formula = -(polygamma(2, 1 - n / 2) + polygamma(2, (1 + n) / 2)) / 8
    assert abs(numeric - formula) < 1e-4
    third.append(numeric)
third_end = 2 * zeta(3)
assert max(third) < third_end and np.argmin(third) == 12
print(f"third derivative of ln g: {third[12]:.4f} at n=0.5,"
      f" {third_end:.4f} at n=0 and 1")

# Error bound on 0..1 and the true largest error
grid = np.linspace(0, 1, 2001)
deviation = log_g(grid) - grid * np.log(np.pi / 2)
bound = np.sqrt(3) * zeta(3) / 108
assert np.max(np.abs(deviation)) < bound
inside = (grid > 0.01) & (grid < 0.49)
assert np.all(deviation[inside] > 0)
print(f"|ln R| for 2/pi, n in 0..1: bound {bound:.5f},"
      f" actual maximum {np.max(np.abs(deviation)):.5f}"
      f" at n = {grid[np.argmax(deviation)]:.3f} and its mirror")

# Shape of x(n)
peak = minimize_scalar(lambda n: -exact_product(n), bounds=(0.4, 1.1),
                       method='bounded', options={'xatol': 1e-8})
low_cross = brentq(lambda n: exact_product(n) - c_usual, 0.1, 0.6)
high_cross = brentq(lambda n: exact_product(n) - c_usual, 0.9, 1.5)
assert abs(exact_product(1e-5) - np.exp(-np.euler_gamma)) < 1e-5
print(f"x(n) for n -> 0: {np.exp(-np.euler_gamma):.4f}")
print(f"largest x(n): {-peak.fun:.4f} at n = {peak.x:.3f}")
print(f"x(n) = 0.63 at n = {low_cross:.3f} and n = {high_cross:.3f}")

# Worst errors over 0..1.2 and the constant that makes them smallest
wide = np.linspace(0, 1.2, 1201)


def worst(c):
    return np.max(np.abs(ratio(wide, c) - 1))


best = minimize_scalar(worst, bounds=(0.58, 0.68), method='bounded',
                       options={'xatol': 1e-7})
assert best.fun <= worst(c_usual) < worst(c_sym)
print(f"worst error, n in 0..1.2: {100*worst(c_usual):.2f} % for 0.63,"
      f" {100*worst(c_sym):.2f} % for 2/pi")
print(f"best constant for n in 0..1.2: {best.x:.4f},"
      f" worst error {100*best.fun:.2f} %")
for limit in (0.05, 0.10):
    n_limit = brentq(lambda n: ratio(n, c_usual) - 1 + limit, 1.05, 1.95)
    print(f"error for 0.63 reaches -{100*limit:.0f} % at n = {n_limit:.3f}")


# A positive sum of two powers: its error lies between the separate ones
def mixture(t):
    return t**-0.3 + t**-0.9


mixed = hamon(mixture, 1.0, c_usual) / loss_by_quadrature(mixture, 1.0)
assert ratio(0.3, c_usual) < mixed < ratio(0.9, c_usual)
print(f"sum t^-0.3 + t^-0.9 at w=1: error {100*(mixed-1):+.2f} %")


# A current that steepens from t^-0.5 to t^-1.2 near t = 1
def steepening(t):
    return 1 / (t**0.5 + t**1.2)


print("steepening current (0.5 -> 1.2): w (reduced), error % for 0.63")
for omega in (0.01, 0.1, 1.0, 10.0, 100.0):
    r = (hamon(steepening, omega, c_usual)
         / loss_by_quadrature(steepening, omega))
    assert abs(r - 1) < 0.10
    print(f"{omega:g}  {100*(r-1):+.2f}")


# Debye relaxation with unit strength and unit relaxation time
def debye(t):
    return np.exp(-t)


print("Debye: w*tau, true loss, Hamon loss with 0.63 (unit strength)")
for omega in (0.1, 1.0, 10.0):
    true = loss_by_quadrature(debye, omega)
    assert abs(true - omega / (1 + omega**2)) < 1e-7
    estimate = hamon(debye, omega, c_usual)
    if omega == 0.1:
        assert estimate < 0.3 * true
    print(f"{omega:g}  {true:.4f}  {estimate:.4f}")

# Worked example with round model parameters
C0, V, i_one, n_ex, t_read = 100e-12, 100.0, 200e-12, 0.8, 100.0


def current(t):
    return i_one * t**(-n_ex)


omega_ex = c_usual / t_read
loss_hamon = current(t_read) / (omega_ex * C0 * V)
loss_true = loss_by_quadrature(lambda t: current(t) / (C0 * V), omega_ex)
omega_matched = exact_product(n_ex) / t_read
loss_matched = current(t_read) / (omega_matched * C0 * V)
true_matched = loss_by_quadrature(lambda t: current(t) / (C0 * V),
                                  omega_matched)
assert abs(loss_hamon / loss_true - ratio(n_ex, c_usual)) < 1e-5
assert abs(loss_matched / true_matched - 1) < 1e-5
print(f"example: C0 = {C0*1e12:.0f} pF, V = {V:.0f} V,"
      f" i(1 s) = {i_one*1e12:.0f} pA, n = {n_ex}, t = {t_read:.0f} s")
print(f"A = i(1 s)/(C0 V) = {i_one/(C0*V):.4f} s^(n-1)")
print(f"i(t) = {current(t_read)*1e12:.4f} pA")
print(f"w = {omega_ex*1e3:.3f} mrad/s,"
      f" frequency = {omega_ex/(2*np.pi)*1e3:.4f} mHz")
print(f"frequency * t = {c_usual/(2*np.pi):.4f}")
print(f"loss eps'': Hamon {loss_hamon:.5f}, quadrature {loss_true:.5f},"
      f" error {100*(loss_hamon/loss_true-1):+.2f} %")
print(f"with w*t = x(0.8): w = {omega_matched*1e3:.4f} mrad/s,"
      f" Hamon {loss_matched:.5f}, quadrature {true_matched:.5f}")
print("checks complete")
```

It prints:

```
n, g(n) by quadrature, x(n), error % for 0.63, error % for 2/pi
0.1  1.05547  0.5828  -0.78  -0.88
0.2  1.10725  0.6009  -0.94  -1.15
0.3  1.15658  0.6158  -0.68  -0.99
0.5  1.25331  0.6366  +0.52  -0.00
0.7  1.35814  0.6458  +1.75  +1.00
0.8  1.41865  0.6459  +2.01  +1.16
0.9  1.48824  0.6429  +1.84  +0.89
1.0  1.57080  0.6366  +1.05  -0.00
1.2  1.79883  0.6131  -3.22  -4.42
1.5  2.50663  0.5419  -20.22  -21.46
1.8  5.45769  0.3895  -57.91  -58.69
2/pi = 0.63662; g(0.2)*g(0.8) = 1.57080; pi/2 = 1.57080
third derivative of ln g: 1.3257 at n=0.5, 2.4041 at n=0 and 1
|ln R| for 2/pi, n in 0..1: bound 0.01928, actual maximum 0.01157 at n = 0.207 and its mirror
x(n) for n -> 0: 0.5615
largest x(n): 0.6462 at n = 0.754
x(n) = 0.63 at n = 0.423 and n = 1.071
worst error, n in 0..1.2: 3.22 % for 0.63, 4.42 % for 2/pi
best constant for n in 0..1.2: 0.6263, worst error 2.52 %
error for 0.63 reaches -5 % at n = 1.250
error for 0.63 reaches -10 % at n = 1.355
sum t^-0.3 + t^-0.9 at w=1: error +0.74 %
steepening current (0.5 -> 1.2): w (reduced), error % for 0.63
0.01  +0.57
0.1  +4.55
1  +4.03
10  +0.91
100  +0.47
Debye: w*tau, true loss, Hamon loss with 0.63 (unit strength)
0.1  0.0990  0.0184
1  0.5000  0.5326
10  0.0990  0.0939
example: C0 = 100 pF, V = 100 V, i(1 s) = 200 pA, n = 0.8, t = 100 s
A = i(1 s)/(C0 V) = 0.0200 s^(n-1)
i(t) = 5.0238 pA
w = 6.300 mrad/s, frequency = 1.0027 mHz
frequency * t = 0.1003
loss eps'': Hamon 0.07974, quadrature 0.07817, error +2.01 %
with w*t = x(0.8): w = 6.4589 mrad/s, Hamon 0.07778, quadrature 0.07778
checks complete
```
